Spin Density Along the Electric Field on a Gapped Topological-Insulator Surface, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the half-quantized Hall current to the spin density

The familiar account of current-induced spin on a topological-insulator surface starts from a Fermi circle. An electric field shifts the circle, the shifted electrons carry a current along the field, and their spins point across it. Apply this account to a surface whose Fermi level lies in a magnetic gap and it gives nothing: there is no Fermi circle, hence no spin density and no torque on the magnet. That conclusion is wrong. The filled band responds to the field as a whole, and its response is a spin density along the field, of a size fixed by the Hall conductivity. Without this result one would miss the torque, or give it the wrong direction and the wrong dependence on the magnetization.

**The model.** The surface lies in the xy plane with outward normal ẑ. The electron charge is −e, with e > 0. Near the Dirac point the Hamiltonian is

H = ħv(σ_x k_y − σ_y k_x) + Δσ_z, with Δ = J m_z. (1)

Here v > 0 is the Dirac speed, σ_x, σ_y and σ_z are Pauli matrices, J is the exchange energy and m is the unit vector of the magnetization, at first along +ẑ or −ẑ. The matrices σ are taken to represent the electron spin. In a real crystal, spin-orbit coupling mixes spin with orbital character, and the true spin is then σ multiplied by material factors. This changes the spin density but not the relations below, which concern σ itself.

It is useful to write H = d·σ with

d = (ħv k_y, −ħv k_x, Δ), |d| = √(ħ²v²k² + Δ²). (2)

Since (d·σ)² = |d|², the band energies are +|d| and −|d|, and the gap is 2|Δ|. The Fermi level lies in this gap, the temperature is low enough for the lower band to be full and the upper one empty, and the electric field E is uniform, static and weak. The conditions hidden in "low" and "weak" are worked out in the second half. The cone is for now extended to infinite k.

**Velocity is spin turned by a right angle.** The velocity operator is the derivative of H with respect to ħk:

w_x = ∂H/∂(ħk_x) = −vσ_y, w_y = ∂H/∂(ħk_y) = vσ_x. (3)

Because ẑ × σ has the in-plane components (−σ_y, σ_x), this is w = v ẑ × σ. Define the spin density in units of ħ as S = ½⟨σ⟩ per area, where the brackets include the sum over occupied states. The sum of σ per area is then 2S, and the current density is

j = −ev ẑ × (2S) = −2ev ẑ × S. (4)

To solve for S, take the cross product with ẑ. For any in-plane vector a, ẑ × (ẑ × a) = −a, since two quarter turns make a half turn. Hence ẑ × j = +2ev S, or

S_in-plane = ẑ × j/(2ev). (5)

Equation (5) is an operator identity of the linear Dirac model. It makes no reference to the Fermi level. A potential that depends on position, or an exchange field that varies in space, commutes with the position operator and so leaves the velocity (3) unchanged; the identity therefore survives such disorder. What (5) does require is that the whole velocity be v ẑ × σ.

The identity separates two kinds of response. A current along E gives a spin density along ẑ × E, across the field. A Hall current, which flows along ẑ × E, gives a spin density along ẑ × (ẑ × E) = −E. In the gap there is no longitudinal current in the clean model, so the Hall current is what remains to be found.

**The Hall velocity of a filled band.** Let the field point along x. Described by a vector potential that grows linearly in time, it leaves the crystal translation symmetry intact, and each wavevector moves according to

ħ dk_x/dt = −eE, dk_y/dt = 0. (6)

An electron starts in the lower state |u₋⟩ at energy ε₋ = −|d|. Because k changes slowly, its state stays close to |u₋(k(t))⟩, with a small admixture c of the upper state |u₊⟩ at energy ε₊ = +|d|:

|ψ⟩ = e^{iχ(t)} (|u₋⟩ + c|u₊⟩), with ħ dχ/dt = −ε₋ to leading order. (7)

Insert this into iħ d|ψ⟩/dt = H|ψ⟩ and project on ⟨u₊|. The phase gives ε₋c, the motion of |u₋⟩ gives iħ⟨u₊|du₋/dt⟩, and the right side is ε₊c. The terms with dc/dt and with c⟨u₊|du₊/dt⟩ are of second order in slowness and are dropped. So

c = iħ⟨u₊|du₋/dt⟩/(ε₊ − ε₋). (8)

The expected velocity along y is that of |u₋⟩ plus the interference of the two states:

⟨w_y⟩ = (1/ħ)∂ε₋/∂k_y + (2/ħ) Re[c⟨u₋|∂_yH|u₊⟩], (9)

where ∂_y means ∂/∂k_y. The matrix element follows from differentiating ⟨u₋|H|u₊⟩ = 0:

ε₊⟨∂_yu₋|u₊⟩ + ⟨u₋|∂_yH|u₊⟩ + ε₋⟨u₋|∂_yu₊⟩ = 0.

Orthogonality gives ⟨u₋|∂_yu₊⟩ = −⟨∂_yu₋|u₊⟩, and therefore

⟨u₋|∂_yH|u₊⟩ = −(ε₊ − ε₋)⟨∂_yu₋|u₊⟩. (10)

In the product of (8) and (10) the energy difference cancels. With |du₋/dt⟩ = (dk_x/dt)|∂_xu₋⟩, the second term of (9) becomes

−2 Re[i⟨∂_yu₋|u₊⟩⟨u₊|∂_xu₋⟩] dk_x/dt = 2 Im[⟨∂_yu₋|u₊⟩⟨u₊|∂_xu₋⟩] dk_x/dt.

Now replace |u₊⟩⟨u₊| by 1 − |u₋⟩⟨u₋|. The subtracted product ⟨∂_yu₋|u₋⟩⟨u₋|∂_xu₋⟩ is real, because normalization makes both factors imaginary, so it drops out. What is left is

⟨w_y⟩ = (1/ħ)∂ε₋/∂k_y + Ω dk_x/dt, Ω = 2 Im⟨∂_yu₋|∂_xu₋⟩. (11)

Ω is the Berry curvature of the lower band. It is also the curl of the Berry connection a = i⟨u₋|∇u₋⟩: differentiating gives

∂_xa_y − ∂_ya_x = i(⟨∂_xu₋|∂_yu₋⟩ − ⟨∂_yu₋|∂_xu₋⟩) = 2 Im⟨∂_yu₋|∂_xu₋⟩. (12)

**The curvature and its integral.** Write d in spherical angles, with cos θ = Δ/|d| and azimuth α. If φ is the polar angle of k, the first two components of (2) are ħvk(sin φ, −cos φ), so α = φ − π/2. The lower state has its spin opposite to d:

|u₋⟩ = (sin(θ/2), −cos(θ/2)e^{iα}). (13)

Only the phase e^{iα} contributes to ⟨u₋|∇u₋⟩, because the real amplitudes have constant norm. With ∇α = ∇φ, which has length 1/k along the polar direction,

a_φ = −cos²(θ/2)/k = −(1 + cos θ)/(2k). (14)

The curl in polar coordinates is (1/k)∂(k a_φ)/∂k. The constant drops out and

Ω = −(1/2k) ∂(Δ/|d|)/∂k = (ħv)²Δ/(2|d|³). (15)

The last step uses ∂|d|/∂k = (ħv)²k/|d|. The spinor (13) may have an ill-defined phase at k = 0, but Ω does not depend on the choice of phase and is smooth there, so (15) holds at the origin as a limit.

For the integral over the plane use |d| as variable, with (ħv)²k dk = |d| d|d|:

∫Ω d²k = 2π∫k dk (ħv)²Δ/(2|d|³) = πΔ∫ d|d|/|d|² = πΔ/|Δ| = π sgn(Δ), (16)

the integral over |d| running from |Δ| to infinity. Each electron carries charge −e, and there are d²k/(2π)² states per area. The ordinary velocity in (11) is odd in k and sums to zero over the full band. Equations (6) and (11) then give

j_y = −e(−eE/ħ)π sgn(Δ)/(4π²) = sgn(Δ)e²E/(4πħ) = σ_yx E,

σ_yx = sgn(Δ)e²/(2h). (17)

This is the half-quantized Hall conductivity. Repeating the argument for ⟨w_x⟩ gives 2 Im⟨∂_xu₋|∂_xu₋⟩ = 0 in place of Ω, so no current flows along E and there is no Joule heating in this model. Since the model is isotropic, the result for any field direction is

j = σ_yx ẑ × E. (18)

The sum of curvature can also be obtained as the Berry phase around a large circle. For Δ = 30 meV and ħv = 0.3291 eV nm, a circle of 4000 points at which |d| = 1000Δ gives σ_yx = 0.49950 e²/h. The missing part is one thousandth of the half quantum, as follows from ending the integral in (16) at 1000|Δ|.

**The spin density.** Put (18) into (5):

S = σ_yx ẑ × (ẑ × E)/(2ev) = −σ_yx E/(2ev). (19)

With (17) this becomes

S = −sgn(Δ)eE/(4hv) = −sgn(Δ)eE/(8πħv). (20)

The spin density lies on the axis of E. It reverses when the magnetization reverses, and its size does not depend on |Δ|. The minus sign belongs to the helicity chosen in (1) and to an outward normal along +ẑ.

**The same result without the current.** One can also follow the spins themselves. Let s = ⟨σ⟩ for one electron. Heisenberg's equation for H = d·σ gives precession,

ds/dt = (2/ħ) d × s. (21)

Without a field, s = −d̂, where d̂ = d/|d|. When d turns slowly, s = −d̂ + δs, and to first order

−∂d̂/∂t = (2/ħ) d × δs. (22)

Since s keeps unit length, δs is perpendicular to d to this order, and d × (d × δs) = −|d|²δs. Taking d × (22) and solving,

δs = (ħ/2|d|²) d × ∂d̂/∂t = (ħ/2|d|³) d × ∂d/∂t. (23)

In the last step the change in the length of d was dropped, because it is parallel to d and has no cross product with it. From (2) and (6), ∂d/∂t = −ħv(dk_x/dt)ŷ = veE ŷ, and d × ŷ = (−d_z, 0, d_x). So

δs = (ħveE/2|d|³)(−Δ, 0, ħvk_y). (24)

The meaning is direct. The field makes d turn towards ŷ. The spin must turn with it, and by (21) it can turn only if it is slightly out of line with d. For Δ ≠ 0 the required misalignment has a component along x, the direction of the field, with the same sign at every k. The z component is odd in k_y and sums to zero. For the x component,

⟨σ_x⟩ per area = −(ħveEΔ/2)(1/2π)∫k dk/|d|³ = −(ħveEΔ/2)/(2π(ħv)²|Δ|) = −sgn(Δ)eE/(4πħv). (25)

Half of this is (20). The independence of |Δ| is now visible as well: the misalignment at the centre of the cone is proportional to 1/Δ², while the area of k space that takes part, with ħvk of order |Δ|, is proportional to Δ².

Equation (23) was tested against the full time-dependent Schrödinger equation in units where ħ = ħv = Δ = 1. At k_y = 0.6 the force was raised smoothly from zero to 0.002 over a time of 200, which carried k_x from 0.5 to 0.3. The x component of the spin shift divided by the force came out as −0.28629, against −0.28636 from (24). For the whole band, diagonalizing (1) and summing the first-order response gives ⟨σ_x⟩/(eE) = −0.241799 per eV nm at the parameters quoted above, the same as (25) to all printed digits. Reversing Δ reverses the sign.

## 2. The torque, its limits and a worked film

The second half uses the following. The surface Hamiltonian is H = d·σ with d = (ħvk_y, −ħvk_x, Δ) and Δ = Jm_z; the electron charge is −e; the lower band is full. The in-plane spin density in units of ħ obeys S = ẑ × j/(2ev). The Hall current is j = σ_yx ẑ × E with σ_yx = sgn(Δ)e²/(2h), and so S = −sgn(Δ)eE/(8πħv). For one electron the spin shift is δs = (ħ/2|d|³) d × ∂d/∂t, with ħ dk_x/dt = −eE for a field along x.

**A tilted magnetization.** A torque tilts the magnet, so the response is needed for a general m. Take an isotropic exchange term Jm·σ. Then

d = (ħvk_y + Jm_x, −ħvk_x + Jm_y, Jm_z). (26)

The in-plane components of m can be absorbed in shifted wavevectors, q_y = k_y + Jm_x/(ħv) and q_x = k_x − Jm_y/(ħv). In terms of q, the vector d has its old form with Δ = Jm_z. The x component of (24) falls off as 1/k³, its integral over the plane converges absolutely, and a shift of origin does not alter it. The z component falls off as 1/k² and needs more care. On a disc of radius K, the shift moves a rim of fixed width and of length proportional to K, where the integrand is of order 1/K²; the change is of order 1/K and vanishes for a large disc. The response to E is therefore still (20), with Δ = Jm_z. A sum over the band with an exchange vector of length 30 meV tilted by 50° from the normal gives 1.00000 times the ideal value.

A tilted magnet also has a spin density in the absence of a field. That part belongs to the magnetic anisotropy and is not counted here.

**The field on the magnet.** Let the magnetic layer have magnetization M_s and thickness t, so that its moment per area is M_s t m. The exchange energy per area is Jm·(2S), because 2S is the density of ⟨σ⟩. An effective field B would give −M_s t m·B. The two agree for every m if

B = −2JS/(M_s t). (27)

With (20) and J sgn(Jm_z) = |J| sgn(m_z),

B = |J| sgn(m_z) eE/(4πħvM_s t), (28)

and the torque per area is M_s t m × B. The sign of J has dropped out.

This relies on an exchange term that is isotropic in σ. Spin-orbit mixing can make the in-plane exchange constant J_xy differ from the normal one, J_z. The mass is then Δ = J_z m_z, while J_xy takes the place of J in (27), so that |J| sgn(m_z) in (28) becomes J_xy sgn(J_z m_z). A measured gap fixes |J_z| but not J_xy.

The symmetry of (28) matters more than its size. A field that points along ẑ × E and does not depend on m is called field-like. A damping-like field has the form m × (ẑ × E) = ẑ(m·E) − E m_z. For m = ±ẑ this equals −m_zE, which lies along E and reverses with m, as (28) does, apart from a constant negative factor. Near the poles the torque of the gapped surface therefore has the direction of a damping-like torque and the same reversal with m. The likeness has a limit: for a constant E, (28) is a constant field as long as m_z keeps its sign, so it does no net work when m runs round a closed path within one hemisphere, whereas a true damping-like field can. Away from the poles the two expressions differ: (28) has no component along ẑ and contains sgn(m_z) in place of m_z. When m approaches the plane, the gap 2|Jm_z| closes and the assumption of a full band fails, so the jump in sgn(m_z) is not to be taken literally.

If some longitudinal conduction σ_xx remains, from impurities or thermal carriers, then j = σ_xxE + σ_yx ẑ × E, and (5) gives

S = (σ_xx ẑ × E − σ_yx E)/(2ev). (29)

The field-like and damping-like parts stand in the ratio σ_xx/|σ_yx|. A residual σ_xx of 0.05 e²/h on one face, beside a Hall conductivity of 0.5 e²/h, gives a ratio of 0.10. Within the linear Dirac model this ratio can be read from the two conductivities of the face, without knowledge of v or J.

For a single face with the Fermi level in its magnetic gap, the half-quantized Hall current fixes a spin density along the field's axis, and near the poles the resulting torque has the direction of a damping-like torque and the same reversal with m. What remains is the opposite face of the film, the limits of the result, and a worked example with numbers.

Numbers in the example were calculated in double precision.
